\section*{Terrace-width variance of a step between fixed neighbours}

\section*{Question}

A vicinal crystal surface carries steps that run, on average, along $y$. In the Gruber--Mullins approximation one step, described by a single-valued function $x(y)$, wanders between two neighbours held straight at $x=0$ and $x=2L$, where $L$ is the mean terrace width. The step is in thermal equilibrium at temperature $T$ and may not cross its neighbours. Its free energy per unit length, at an angle $\theta$ to the $y$ axis, is $\beta(\theta)$. Until part (f) there is no energetic interaction between steps. Write $s=x/L$, $u=s-1$ and $p=dx/dy$.

\begin{enumerate}
\item[(a)] Expand the step energy per unit $y$ to second order in $p$ and identify the stiffness $S$. What does the linear term do?
\item[(b)] Derive the equation obeyed by the summed weight $q(x,y)$ of all paths that reach $x$ at $y$, with its boundary conditions.
\item[(c)] Find the distribution of $s$ far from the ends of a long step. How far is far?
\item[(d)] Calculate the variance of $s$ there, and at a free end of the step.
\item[(e)] In an atomic model the step advances row by row, with a kink of $k$ units in each row, of weight $r^{|k|}$. It may occupy sites $1,\dots,N-1$ between neighbours at $0$ and $N$. Find the leading correction to the interior variance for large $N$.
\item[(f)] Each fixed neighbour now repels the step with energy $A/d^2$ per unit length at distance $d$. Which parameter controls the variance, and what is its strong-repulsion limit?
\item[(g)] Remove the repulsion and let all steps wander. Let $E(s)$ be the probability that an interval of length $s$, in units of $L$, contains no step. Express the terrace-width variance through $E$, show how $E$ is calculated, and evaluate the variance given $\int_0^\infty E\,ds=0.5900$.
\item[(h)] Apply the results to Si(111) miscut by $1^\circ$ at 1173 K, where $kT=0.1011$ eV. The step height is 0.3136 nm, the row spacing along the step $a_\parallel=0.3840$ nm and the kink unit $a_\perp=0.3326$ nm. Take $S=0.16$ eV/nm and $A$ between 0.015 and 0.1 eV\,nm, all rough values. Judge the fixed-neighbour result.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Stiffness}

A piece of step spanning $dy$ has length $\sqrt{1+p^2}\,dy$ and angle $\theta=\arctan p=p+O(p^3)$. With derivatives taken at $\theta=0$,
\begin{align}
\beta(\theta)\sqrt{1+p^2}
&=\left(\beta_0+\beta_0'p+\tfrac12\beta_0''p^2\right)\left(1+\tfrac12p^2\right)+O(p^3)\nonumber\\
&=\beta_0+\beta_0'p+\tfrac12\left(\beta_0+\beta_0''\right)p^2+O(p^3).
\end{align}
The stiffness is therefore $S=\beta_0+\beta_0''$. One part of it comes from the extra length of a tilted step, the other from the dependence of $\beta$ on orientation.

The constant multiplies every path weight by the same factor. The linear term integrates to $\beta_0'[x(\text{end})-x(\text{start})]$, so it only reweights the end positions. With both ends fixed it changes nothing; near a free end it shifts the step sideways over a few correlation lengths. Part (c) shows that the interior forgets the ends. For the free end in part (d) we take $\beta_0'=0$, as holds when $\beta(\theta)=\beta(-\theta)$.

Here $p$ is a slope averaged over many atomic rows, and $\beta$ already includes the entropy of the kinks.

\subsection*{(b) Transfer equation}

Over a short distance $\Delta y$ the step moves sideways by $\eta$, at an energy cost $S\eta^2/(2\Delta y)$. The normalised Boltzmann weight is
\begin{equation}
G(\eta)=\sqrt{\frac{S}{2\pi kT\Delta y}}\;
\exp\!\left(-\frac{S\eta^2}{2kT\Delta y}\right),
\qquad \langle\eta^2\rangle=\frac{kT\,\Delta y}{S}.
\label{eq:gauss}
\end{equation}
Normalising $G$ drops a factor common to all paths. Adding the contributions from all previous positions and expanding in $\eta$,
\begin{equation}
q(x,y+\Delta y)=\int G(\eta)\,q(x-\eta,y)\,d\eta
=q+\tfrac12\langle\eta^2\rangle\frac{\partial^2q}{\partial x^2}+\dots,
\end{equation}
because $\langle\eta\rangle=0$. Division by $\Delta y\to0$ gives
\begin{equation}
\frac{\partial q}{\partial y}=\frac{kT}{2S}\frac{\partial^2q}{\partial x^2},
\qquad q(0,y)=q(2L,y)=0 .
\label{eq:transfer}
\end{equation}
This is a diffusion equation in which $y$ plays the part of time. The boundary values vanish because a continuum random path that touches a wall crosses it within an arbitrarily short distance, and crossing paths are discarded.

\subsection*{(c) Interior distribution}

Put $q=\psi(x)e^{-\kappa y}$ in (\ref{eq:transfer}). Then $\psi''=-(2S\kappa/kT)\psi$, and the boundary conditions select
\begin{equation}
\psi_n=\frac{1}{\sqrt L}\sin\frac{n\pi x}{2L},\qquad
\kappa_n=\frac{kT}{2S}\left(\frac{n\pi}{2L}\right)^2=\frac{n^2\pi^2kT}{8SL^2},
\end{equation}
with $n=1,2,\dots$ and $\int_0^{2L}\psi_n^2\,dx=1$. Any starting weight is a sum of these modes. After a distance $y$ the mode $n=2$ has shrunk relative to $n=1$ by $e^{-(\kappa_2-\kappa_1)y}=e^{-y/\xi}$, where
\begin{equation}
\xi=\frac{1}{\kappa_2-\kappa_1}=\frac{8SL^2}{3\pi^2kT}.
\label{eq:xi}
\end{equation}
``Far'' means several times $\xi$ from both ends; at $5\xi$ the factor $e^{-y/\xi}$ is already below 0.01. The same length governs the decay of correlations of $x-L$ along the step: $\psi_1$ is even about the centre, while $x-L$ and $\psi_2$ are odd, so symmetry allows the slowest mode to contribute, and it does: $\int\psi_1(x-L)\psi_2\,dx=-32L/(9\pi^2)$.

An interior point divides the step into two halves. Given $x$ at that point, the halves are independent, so the probability is the product of their summed weights. Each is proportional to $\psi_1(x)$, whatever the conditions at its outer end. Hence the density is $\psi_1^2$, and with $P(s)=L\psi_1^2$,
\begin{equation}
P(s)=\sin^2\frac{\pi s}{2},\qquad 0\le s\le2 .
\label{eq:P}
\end{equation}
It vanishes quadratically at each wall, with one factor of distance from each half-step that must avoid the wall.

\subsection*{(d) Variances}

In terms of $u$, (\ref{eq:P}) becomes $\cos^2(\pi u/2)=\tfrac12(1+\cos\pi u)$. This is even, so $\langle u\rangle=0$ and $\langle s\rangle=1$. The variance is
\begin{equation}
\langle u^2\rangle=\frac12\int_{-1}^{1}u^2du+\frac12\int_{-1}^{1}u^2\cos\pi u\,du
=\frac13+\frac{I}{2}.
\end{equation}
Two integrations by parts give $I$:
\begin{align}
I&=\left[\frac{u^2\sin\pi u}{\pi}\right]_{-1}^{1}-\frac2\pi\int_{-1}^{1}u\sin\pi u\,du
=-\frac2\pi\int_{-1}^{1}u\sin\pi u\,du,\\
\int_{-1}^{1}u\sin\pi u\,du
&=\left[-\frac{u\cos\pi u}{\pi}\right]_{-1}^{1}+\frac1\pi\int_{-1}^{1}\cos\pi u\,du
=\frac2\pi+0 .
\end{align}
So $I=-4/\pi^2$ and
\begin{equation}
\boxed{\frac{\langle(x-L)^2\rangle}{L^2}=\frac13-\frac{2}{\pi^2}\approx0.131}
\label{eq:var}
\end{equation}
A uniform distribution between the walls would give $1/3$; depletion near the walls removes $2/\pi^2$. The two adjacent terraces have widths $x$ and $2L-x$, hence the same variance. Neither $T$ nor $S$ appears. They set how far along $y$ the step must run to explore its channel, but the channel alone sets the range explored.

At a free end with $\beta_0'=0$ there is one half-step, so the density is proportional to $\psi_1$. Normalised, it is $\frac\pi4\cos(\pi u/2)$. With $b=\pi/2$,
\begin{align}
\langle u^2\rangle_{\rm end}
&=\frac\pi4\cdot2\left[\frac{u^2\sin bu}{b}+\frac{2u\cos bu}{b^2}-\frac{2\sin bu}{b^3}\right]_0^1\nonumber\\
&=\frac\pi2\left(\frac2\pi-\frac{16}{\pi^3}\right)=1-\frac{8}{\pi^2}\approx0.189 .
\end{align}
The end is constrained from one side and wanders more widely.

\subsection*{(e) Atomic rows}

The lowest mode varies slowly over the channel, so near the wall at $0$ it is linear, $\psi_j\propto j+c$, apart from corrections that vanish as $N$ grows. On an unbounded lattice the symmetric kink weights reproduce a linear function. With the wall present, sites $j\le0$ are missing from the sum, and their contribution must be zero by itself. With $m=-j$ and $i\ge1$ the site reached,
\begin{equation}
r^i\sum_{m=0}^{\infty}r^m(c-m)=r^i\left[\frac{c}{1-r}-\frac{r}{(1-r)^2}\right]=0
\quad\Rightarrow\quad c=\frac{r}{1-r}.
\end{equation}
The mode extrapolates to zero a distance $c$ beyond each wall. The channel acts as if its width were $N+2c$, while the variance is still divided by $(N/2)^2$:
\begin{equation}
\frac{\langle(x-L)^2\rangle}{L^2}\simeq
\left(\frac13-\frac2{\pi^2}\right)\left(1+\frac{4c}{N}\right).
\label{eq:lattice}
\end{equation}
The excess falls as $1/N$. Direct summation over all paths, for $N=200$ and $400$, confirms the $1/N$ decay (the coefficient $4c$ is compared with a full sum in part (h)): doubling $N$ divides the excess by 2.000 for $r=0.2$ and by 2.002 for $r=0.3978$. Removing the $1/N$ term by extrapolation leaves 0.130691 and 0.130690, against 0.130691 from (\ref{eq:var}). The free-end values, 0.18945 and 0.18949, compare with 0.18943. Two different kink weights thus share one continuum limit.

To relate the models, equate the mean square displacement per row with (\ref{eq:gauss}) at $\Delta y=a_\parallel$:
\begin{equation}
a_\perp^2\langle k^2\rangle=\frac{kT\,a_\parallel}{S},\qquad
\langle k^2\rangle=\frac{\sum_kk^2r^{|k|}}{\sum_kr^{|k|}}
=\frac{2r(1+r)/(1-r)^3}{(1+r)/(1-r)}=\frac{2r}{(1-r)^2}.
\label{eq:kink}
\end{equation}

\subsection*{(f) Repulsion from fixed neighbours}

The energy $V(x)=A[x^{-2}+(2L-x)^{-2}]$ multiplies the weight by $1-V\Delta y/kT$ in each short piece, which adds $-(V/kT)q$ to the right side of (\ref{eq:transfer}). The modes then obey
\begin{equation}
-\frac{kT}{2S}\frac{d^2\psi}{dx^2}+\frac{V}{kT}\psi=\kappa\psi .
\end{equation}
Multiply by $SL^2/kT$ and use $x=sL$:
\begin{equation}
-\frac12\frac{d^2\psi}{ds^2}+\tilde A\left[\frac1{s^2}+\frac1{(2-s)^2}\right]\psi=\varepsilon\psi,
\qquad \tilde A=\frac{AS}{(kT)^2},
\label{eq:rep}
\end{equation}
where $\varepsilon=\kappa SL^2/kT$. The single parameter is $\tilde A$. The terrace width cancels because an inverse-square energy scales with $L$ as the wandering term does.

For strong repulsion the step stays near $u=0$, where the bracket is $2+6u^2+10u^4+\dots$. Keeping the quadratic term gives an oscillator with $\frac12\Omega^2=6\tilde A$, so $\Omega=\sqrt{12\tilde A}$. Its ground state is $\psi\propto e^{-\Omega u^2/2}$ and
\begin{equation}
\langle u^2\rangle\to\frac1{2\Omega}=\frac1{\sqrt{48\tilde A}} .
\label{eq:harm}
\end{equation}
The quartic term shows when this holds. A Gaussian trial state of variance $v$ has energy $1/(8v)+\tilde A(2+6v+30v^2)$, since $\langle u^4\rangle=3v^2$. Setting the derivative to zero gives $v^2=1/[48\tilde A(1+10v)]$, so (\ref{eq:harm}) is lowered by a fraction of about $5v$ when $v\ll1/10$. At $\tilde A=10^4$ the limit is 0.001443 and this fraction is 0.7\%; numerical solution of (\ref{eq:rep}) gives 0.001433, lower by that amount.

\subsection*{(g) All steps wandering}

Let $f(t)$ be the density of terrace widths $t$ in units of $L$, with $\langle t\rangle=1$. A randomly placed point falls in a terrace of width $t$ with density $tf(t)$. An interval of length $s<t$ starting there fits inside with probability $(t-s)/t$. Therefore
\begin{equation}
E(s)=\int_s^\infty(t-s)f(t)\,dt,\qquad
\int_0^\infty E\,ds=\int_0^\infty f(t)\int_0^t(t-s)\,ds\,dt=\frac{\langle t^2\rangle}{2},
\end{equation}
and the variance is $2\int_0^\infty E\,ds-1$.

To find $E$, place an odd number $M$ of steps on a ring of length $M$. Their joint weight obeys the diffusion equation in all coordinates and vanishes where two steps meet. A determinant of the plane waves $\phi_k=e^{ikx}/\sqrt M$ with the $M$ smallest wave numbers satisfies both conditions. Up to a constant it equals $\prod_{i<j}\sin[\pi(x_i-x_j)/M]$, which keeps one sign for a given order of the steps and so is the lowest mode. As in (c), the interior probability is its square, that of free fermions.

Integrating this square with every coordinate outside $[0,s]$ gives the determinant of the overlaps $\int_{\rm outside}\phi_k^*\phi_{k'}\,dx=\delta_{kk'}-\int_0^s\phi_k^*\phi_{k'}\,dx$. Write $B_{kx}=\phi_k^*(x)$ for $x$ in $[0,s]$. The last integral is then $(BB^\dagger)_{kk'}$, while $(B^\dagger B)_{xx'}=\sum_k\phi_k(x)\phi_k^*(x')=\frac1M\sum_ke^{ik(x-x')}$. Since $\det(1-BB^\dagger)=\det(1-B^\dagger B)$, the determinant can be written in position space. For $M\to\infty$ the occupied wave numbers fill $|k|<\pi$, and
\begin{equation}
E(s)=\det(1-K_s),\qquad
K(x,x')=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ik(x-x')}=\frac{\sin\pi(x-x')}{\pi(x-x')},
\end{equation}
with $K_s$ acting on functions on $[0,s]$. The given integral yields a variance of $2(0.5900)-1=0.180$. As a separate check, eigenphases of random unitary matrices have the same joint density; 1000 matrices of size 41 gave $0.1809\pm0.0013$.

Fixing the neighbours thus gives 0.726 of the variance of the freely wandering train. The approximation leaves out the neighbours' own displacements, which also change the terrace width.

\subsection*{(h) Vicinal Si(111)}

The mean terrace width is $L=0.3136/\tan1^\circ\approx18.0$ nm; the unrounded height, 0.31356 nm, gives 17.96 nm, which is carried below. From (\ref{eq:var}) the standard deviation is
\begin{equation}
\sigma=0.3615\times17.96\ \text{nm}\approx6.5\ \text{nm},
\end{equation}
and from (\ref{eq:xi})
\begin{equation}
\xi=\frac{8(0.16)(17.96)^2}{3\pi^2(0.1011)}\ \text{nm}\approx138\ \text{nm}.
\end{equation}
This is the value without repulsion; repulsion from the fixed neighbours shortens it. The interior result applies to points several times this length from both ends of a step segment. The coarse slope $\sigma/\xi\approx0.05$ is small, as the expansion in (a) requires.

For the atomic rows, (\ref{eq:kink}) gives $\langle k^2\rangle=0.1011(0.3840)/[0.16(0.3326)^2]\approx2.19$, hence $r=0.398$ and $c=0.66$. With $N=2L/a_\perp\approx108$, (\ref{eq:lattice}) predicts an increase of $4(0.66)/108\approx2.4\%$. The full lattice sum gives 0.1339, an increase of 2.5\%. The given spacings are those of steps along the close-packed $\langle1\bar10\rangle$ rows. The root-mean-square slope per row is $\sqrt{2.19}\,a_\perp/a_\parallel\approx1.3$, so a single-valued row-by-row kink model is crude for this hexagonal surface, and the figure indicates only the size of the discreteness effect.

Repulsion matters more. The two values of $A$ give
\begin{equation}
\tilde A=\frac{0.015(0.16)}{(0.1011)^2}\approx0.23
\quad\text{and}\quad
\tilde A=\frac{0.1(0.16)}{(0.1011)^2}\approx1.6 .
\end{equation}
With $T$, $S$ and $L$ held fixed, numerical solution of (\ref{eq:rep}) gives variances of 0.107 and 0.071, which are 18\% and 46\% below (\ref{eq:var}). The standard deviations are 5.9 and 4.8 nm. The limit (\ref{eq:harm}) would give 0.115 at the larger $\tilde A$, so this is not yet strong repulsion. Letting all steps wander without repulsion raises the variance to 0.180 and $\sigma$ to 7.6 nm.

On a real surface both assumptions fail together: neighbours move and steps repel. The shifts have opposite signs, but they were found separately and may not simply be added. The inputs $S$ and $A$ are rough, so the numbers that depend on them are rough too. Deposition, sublimation and pinning of steps by defects can also take the distribution away from equilibrium, and are not sized here. The value 0.131 is therefore a reference for a non-crossing step between fixed, straight neighbours without repulsion, not a prediction for this wafer. Nor can a measured variance yield $S$ through (\ref{eq:var}), which does not contain it; the correlation length does depend on $S$.

\section*{Computed values}
\begin{verbatim}
variance, formula: 0.130691 (dimensionless)
variance, symbolic integral: 0.130691
variance, finite differences: 0.130691
standard deviation of x/L: 0.3615
free-end variance, formula: 0.189431
lattice kink weight r: 0.2000
  interior variance, extrapolated: 0.130691
  free-end variance, extrapolated: 0.189454
  error ratio, width 200 to 400: 2.000
  correlation length, lattice: 17337 rows
  correlation length, formula: 17292 rows
lattice kink weight r: 0.3978
  interior variance, extrapolated: 0.130690
  free-end variance, extrapolated: 0.189488
  error ratio, width 200 to 400: 2.002
  correlation length, lattice: 4961 rows
  correlation length, formula: 4927 rows
Si temperature: 1173 K
Si thermal energy kT: 0.1011 eV
Si miscut: 1.0 degree
Si(111) step height: 0.3136 nm
Si mean terrace width L: 17.96 nm
Si stiffness, rough input: 0.16 eV/nm
Si terrace-width variance: 42.2 nm^2
Si terrace-width standard deviation: 6.49 nm
Si correlation length xi: 138 nm
Si coarse slope sigma/xi: 0.047
Si row spacing along step: 0.3840 nm
Si kink unit across step: 0.3326 nm
Si mean square kink: 2.193 units^2
Si lattice width between neighbours: 108 units
Si variance with atomic rows: 0.1339
  change from continuum: 2.5 %
repulsion A, rough input: 0.015 eV nm
  reduced repulsion: 0.235
  variance, fixed neighbours: 0.1073
  change: -18 %
  standard deviation: 5.88 nm
repulsion A, rough input: 0.100 eV nm
  reduced repulsion: 1.566
  variance, fixed neighbours: 0.0708
  change: -46 %
  standard deviation: 4.78 nm
strong repulsion 10000, numeric: 0.001433
strong repulsion, harmonic: 0.001443
variance, all steps wander: 0.17999
  sampled: 0.1809 +/- 0.0013
  ratio fixed/wandering: 0.726
  Si standard deviation: 7.62 nm
\end{verbatim}
